Ray's Reduced Energy and the Prolate–Oblate Correlation of Asymmetric Rotors

A rigid body with principal moments of inertia I_a ≤ I_b ≤ I_c rotates freely. Let P_a, P_b, P_c be the components of its angular momentum along the principal axes, and put J_g = P_g/ħ. The Hamiltonian is

H = A J_a² + B J_b² + C J_c²,  A = ħ²/(2I_a), B = ħ²/(2I_b), C = ħ²/(2I_c),

so that A ≥ B ≥ C. We assume A > C, which excludes the spherical top, and integer J, as holds for the rotation of a body.

Components along body-fixed axes obey [J_a, J_b] = −iJ_c and its cyclic permutations. The operators L_g = −J_g then satisfy [L_a, L_b] = [J_a, J_b] = −iJ_c = iL_c, the usual rule. Since L_g² = J_g², we may replace J_g by L_g in H and use the familiar matrix elements.

The square J² = L_a² + L_b² + L_c² commutes with H, as does the projection M on a space-fixed axis. The energy does not depend on M. We fix J and M, which leaves 2J+1 states, and number their energies in ascending order by τ = −J, −J+1, …, J.

**(a) The levels seem to depend on three constants. Show that, for given J, their pattern depends on a single dimensionless number, and find it.**

Solution. Subtract a multiple of J² from H and scale the rest so that L_a² and L_c² have coefficients +1 and −1:

H = s J² + t h,  h = L_a² + κL_b² − L_c².

Comparing the coefficients of the three squares gives

s + t = A,  s − t = C,  s + tκ = B.

The first two equations give s = (A+C)/2 and t = (A−C)/2. The third gives

κ = (B − s)/t = (2B − A − C)/(A − C).

For fixed J, J² is the number J(J+1). If E_τ(κ) are the ascending eigenvalues of h(κ), the energies are

W_τ = ½(A+C) J(J+1) + ½(A−C) E_τ(κ).

This is Ray's form, and E_τ(κ) is the reduced energy. Because t > 0, W and E have the same order. At B = C the body is a prolate symmetric top and κ = −1. At B = A it is an oblate one and κ = +1.

**(b) How are the levels at κ and at −κ related?**

Solution. Changing κ to −κ and reversing the sign of h should amount to exchanging a and c. A quarter turn about b does this. Define

L_g(θ) = exp(−iθL_b) L_g exp(iθL_b).

Differentiation gives

dL_a(θ)/dθ = −i[L_b, L_a](θ) = −i(−iL_c(θ)) = −L_c(θ),
dL_c(θ)/dθ = −i[L_b, L_c](θ) = −i(iL_a(θ)) = L_a(θ).

With the initial values L_a and L_c, the solution is

L_a(θ) = L_a cos θ − L_c sin θ,  L_c(θ) = L_c cos θ + L_a sin θ.

At θ = π/2, L_a becomes −L_c and L_c becomes L_a, while L_b is unchanged. With R = exp(−iπL_b/2),

R h(κ) R† = L_c² + κL_b² − L_a² = −(L_a² − κL_b² − L_c²) = −h(−κ).

A unitary transformation preserves eigenvalues, so the spectrum of h(κ) is that of h(−κ) with every sign reversed. The reversal turns the ascending order around: the n-th lowest level at κ is minus the n-th highest at −κ. Counting from the other end replaces τ by −τ, hence

E_τ(κ) = −E_{−τ}(−κ).

In particular E_0(0) = 0. The quarter turn is not a symmetry of the rotor. It carries H into C L_a² + B L_b² + A L_c², which equals (A+C)J² minus the Hamiltonian with B replaced by A+C−B. That replacement reverses κ, so the turn relates the levels at κ to those at −κ with their order reversed.

**(c) Quantize along any one of the three axes. Show that h splits into two blocks, and that no block has a repeated eigenvalue when −1 < κ < 1.**

Solution. Let g be the chosen axis, with g, u, v in cyclic order, and let L_g|k⟩ = k|k⟩. Write the coefficients of h as p_a = 1, p_b = κ, p_c = −1. With L_± = L_u ± iL_v the mixed products cancel in the sum of squares:

L_+² + L_−² = 2(L_u² − L_v²).

Also L_u² + L_v² = J(J+1) − L_g². Splitting p_uL_u² + p_vL_v² into these two combinations gives

h = p_g L_g² + ½(p_u+p_v)[J(J+1) − L_g²] + ¼(p_u−p_v)(L_+² + L_−²).

The last term changes k by ±2, so even and odd k form separate blocks. Within a block only neighbours are coupled, with matrix element ¼(p_u−p_v) S_k, where

S_k = ⟨k+2|L_+²|k⟩ = √[J(J+1) − k(k+1)] √[J(J+1) − (k+1)(k+2)].

Since J(J+1) − k(k+1) = (J−k)(J+k+1), S_k is positive for −J ≤ k ≤ J−2. The prefactors are

g = a: (κ+1)/4;  g = b: −1/2;  g = c: (1−κ)/4.

None vanishes for −1 < κ < 1. Now let a block have diagonal elements d_1, …, d_n and nonzero couplings c_1, …, c_{n−1}. An eigenvector x obeys

(d_1 − E)x_1 + c_1x_2 = 0,
c_{i−1}x_{i−1} + (d_i − E)x_i + c_ix_{i+1} = 0 for 1 < i < n.

The first equation gives x_2 from x_1, and the following ones give each further component, because we may divide by c_i. If x_1 = 0, the whole vector vanishes. Two independent eigenvectors with the same E would have a nonzero combination with x_1 = 0, a contradiction. Each eigenvalue of a block is therefore simple.

**(d) Levels in different blocks might still coincide. Show that they do not.**

Solution. The choice of axis is free, and the half-turns C_g = exp(−iπL_g) tell us which one to use. A half-turn about g preserves L_g and reverses the other two components. All squares are unchanged, so C_g commutes with h. On a state |k⟩ quantized along g, C_g = (−1)^k.

For integer J, C_g² = 1. The half-turns commute with each other, since C_aC_bC_a† = exp(+iπL_b) = C_b. Successive half-turns about two perpendicular axes make a half-turn about the third, so C_aC_bC_c = 1. A state with definite signs (σ_a, σ_b, σ_c) thus belongs to one of four species:

(+ + +), (+ − −), (− + −), (− − +).

Any two different species agree in one sign. The first agrees with each of the others where that other has its plus; two of the last three agree where both have a minus.

Suppose an eigenvalue of h were degenerate. Its eigenspace would contain two independent eigenvectors with definite signs, because the C_g commute with h and with each other. These two vectors agree in the sign for at least one axis. Quantize along that axis: both have the same parity of k and lie in the same block. Part (c) forbids equal eigenvalues there. Hence

E_{−J}(κ) < E_{−J+1}(κ) < … < E_J(κ) for −1 < κ < 1.

Levels of different species therefore do not cross either. The argument gives no lower bound on the gap, however; part (e) shows that neighbouring levels can come very close near κ = ±1, where they merge in pairs.

**(e) Find the levels at the two ends and construct the correlation diagram.**

Solution. At κ = −1,

h = L_a² − L_b² − L_c² = 2L_a² − J²,  E = 2K_a² − J(J+1),

where K_a = |k_a|. At κ = +1,

h = L_a² + L_b² − L_c² = J² − 2L_c²,  E = J(J+1) − 2K_c².

A level with K = 0 is single; the others are double, from k = ±K. In ascending order the lists are

K_a: 0, 1, 1, 2, 2, …, J, J,
K_c: J, J, J−1, J−1, …, 1, 1, 0.

The ordered eigenvalues of a matrix are continuous in its parameter, and by (d) the curves do not meet between the ends. The lowest level on the left therefore runs to the lowest on the right, the second to the second, and so on. There are J+τ levels below level τ and J−τ above it, so, with ⌊x⌋ the integer part,

K_a = ⌊(J+τ+1)/2⌋,  K_c = ⌊(J−τ+1)/2⌋.

The numbers J+τ and J−τ have the same parity. If both are even, K_a = (J+τ)/2 and K_c = (J−τ)/2, with sum J. If both are odd, each gains ½ and the sum is J+1. In both cases

τ = K_a − K_c.

For an asymmetric rotor K_a and K_c are names of the end points, not conserved quantities. Their parities are conserved. Along a curve the eigenvalue is simple, so the eigenstate varies continuously up to a phase, and its signs, being ±1, cannot jump. In the limits κ → −1 and κ → +1 they become

σ_a = (−1)^{K_a},  σ_c = (−1)^{K_c},

and σ_b is their product. The reflection of (b) exchanges K_a and K_c.

The slope follows by differentiating E = ⟨ψ|h|ψ⟩ for a normalized eigenstate, where the change of ψ contributes nothing:

dE_τ/dκ = ⟨L_b²⟩ ≥ 0.

It vanishes only if L_bψ = 0, that is, if ψ is the state k_b = 0. For J ≥ 2 this is not an eigenstate, because h couples it to k_b = ±2. Every curve then rises strictly. For J = 1 it is an eigenstate, and the middle level stays at E = 0.

Pairs merge at the ends. Near κ = −1, the states k_a = K and −K have equal diagonal elements and are connected by K steps, each carrying a factor κ+1. In perturbation theory their splitting begins no earlier than order (κ+1)^K. Curves with large K_a can thus look merged on a drawing although they are distinct. By reflection the same holds for K_c near κ = +1.

**(f) Find all seven reduced energies for J = 3.**

Solution. Quantize along a. The diagonal elements are d(k) = k² + ½(κ−1)(12−k²):

d(0) = 6κ−6,  d(±1) = (11κ−9)/2,  d(±2) = 4κ,  d(±3) = (3κ+15)/2.

The required factors are S_0 = √(12·10) = √120, S_{−1} = 12 and S_1 = √(10·6) = √60, each to be multiplied by (κ+1)/4. The matrix is unchanged under k → −k, so the combinations (|k⟩ ± |−k⟩)/√2 separate.

Even k, minus combination. The state from k = ±2 stands alone, with E = 4κ.

Even k, plus combination. The diagonal elements are 6κ−6 and 4κ. The coupling is √2·√120(κ+1)/4 = √15(κ+1). The mean of the diagonal elements is 5κ−3 and half their difference is κ−3, so

E = 5κ − 3 ± √[(κ−3)² + 15(κ+1)²] = 5κ − 3 ± 2√(4κ²+6κ+6).

Odd k. The states k = 1 and −1 are coupled by 12(κ+1)/4 = 3(κ+1), which adds to d(1) in the plus combination and subtracts in the minus one. The coupling to k = ±3 is √60(κ+1)/4 = √15(κ+1)/2.

Minus combination: the diagonal elements are (5κ−15)/2 and (3κ+15)/2, with mean 2κ and half-difference (κ−15)/2. Then

E = 2κ ± ½√[(κ−15)² + 15(κ+1)²] = 2κ ± 2√(κ²+15).

Plus combination: the diagonal elements are (17κ−3)/2 and (3κ+15)/2, with mean 5κ+3 and half-difference (7κ−9)/2. Then

E = 5κ + 3 ± ½√[(7κ−9)² + 15(κ+1)²] = 5κ + 3 ± 2√(4κ²−6κ+6).

It is enough to order the levels at one value of κ, since they never cross. At κ = 0 the order gives

E_{−3}, E_1 = 5κ − 3 ∓ 2√(4κ²+6κ+6),
E_{−2}, E_2 = 2κ ∓ 2√(κ²+15),
E_{−1}, E_3 = 5κ + 3 ∓ 2√(4κ²−6κ+6),
E_0 = 4κ,

with the upper sign for the first level named. The correlation diagram has these values:

τ (K_a, K_c): E at κ = −1, 0, +1
3 (3, 0): 6, 7.899, 12
2 (3, 1): 6, 7.746, 10
1 (2, 1): −4, 1.899, 10
0 (2, 2): −4, 0, 4
−1 (1, 2): −10, −1.899, 4
−2 (1, 3): −10, −7.746, −6
−3 (0, 3): −12, −7.899, −6

**(g) Take A = 10, B = 6 and C = 4 cm⁻¹ (energies divided by hc). Find the J = 3 levels. May levels of different J cross?**

Solution. These are round model constants. A real mass distribution requires I_c ≤ I_a + I_b, or 1/C ≤ 1/A + 1/B, which they satisfy. The asymmetry parameter is

κ = (12 − 14)/6 = −1/3,

and W = 7·12 + 3E = 84 + 3E in cm⁻¹. For the lowest level,

E_{−3} = −5/3 − 3 − 2√(4/9 − 2 + 6) = −8.88304,
W_{−3} = 84 − 26.649 = 57.351 cm⁻¹.

All seven levels, for τ = −3 to 3, are

W = 57.351, 58.676, 70.564, 80.000, 82.649, 105.324, 105.436 cm⁻¹.

They span 48.085 cm⁻¹, or 5.962 meV. The top two belong to K_a = 3 and are only 0.112 cm⁻¹ apart. The reflection can be read off from the highest level at κ = +1/3, which has E_3 = 8.88304.

Levels of different J may cross, since no matrix element of H connects them. Take A = 2C and let B run from C to A; the inertia condition holds throughout. From (e), W at the ends is

B = C: C J(J+1) + (A−C)K_a²,
B = A: A J(J+1) − (A−C)K_c².

The level J = 4, τ = 2 has K_a = 3 and K_c = 1, and runs from 29C to 39C. The level J = 5, τ = −5 has K_a = 0 and K_c = 5, and runs from 30C to 35C. The first starts below the second and ends above it, so they cross.

With A = 10 and C = 4 cm⁻¹ held fixed, the numerical check finds such a crossing between J = 3, τ = 1 and J = 4, τ = −4, at κ = 0.458, B = 8.374 cm⁻¹ and W = 100.444 cm⁻¹. This B violates the inertia condition, so that crossing is a property of the operator H and not of a rigid mass distribution.

**(h) Does the absence of crossings within one J follow from the half-turn symmetries alone? Test this for J = 2 by adding −dL_a⁴ to h.**

Solution. The added term, a simple model of centrifugal distortion, commutes with all three half-turns. Quantize along a. For J = 2 the diagonal elements are k² + ½(κ−1)(6−k²), and k = −1 and 1 are coupled by 6(κ+1)/4. Two of the eigenstates are

(|1⟩ + |−1⟩)/√2: E = 1 + (5/2)(κ−1) + (3/2)(κ+1) = 4κ,
(|2⟩ − |−2⟩)/√2: E = 4 + (κ−1) = κ + 3.

On these states L_a⁴ equals 1 and 16, so they remain eigenstates, with energies 4κ − d and κ + 3 − 16d. Their difference,

(4κ − d) − (κ + 3 − 16d) = 3κ − 3 + 15d,

changes sign at κ = 1 − 5d. This lies inside −1 < κ < 1 for any 0 < d < 0.4, and close to the oblate end when d is small. For d = 0.10 the levels cross at κ = 0.50, where the rigid rotor has a gap of 1.50 between them. This value of d is chosen large for illustration: at k_a = 2 the quartic term, 16d = 1.6, is 40 % of the L_a² term, no longer a small correction.

The two states share the sign σ_c = −1. Quantized along c they are the two combinations of k_c = ±1, whose diagonal elements are equal, so their splitting is twice the coupling between k_c = −1 and 1. For the rigid rotor that coupling is (3/2)(1−κ), which vanishes only at κ = 1. The quartic term changes it to (3/2)(1−κ) − (15/2)d, which vanishes at κ = 1 − 5d. Symmetry alone therefore does not forbid crossings. The proof also needs the quadratic form of H, which couples neighbours only and keeps every coupling nonzero between the symmetric-top limits.

Calculated quantities

```
A, B, C = 10.0, 6.0, 4.0 cm^-1
kappa = -0.333333 (dimensionless)
(A+C)/2 = 7.000 cm^-1, (A-C)/2 = 3.000 cm^-1
J=3 offset (A+C)/2*J(J+1) = 84.000 cm^-1
J=3 levels: tau Ka Kc | E(kappa) | E(-kappa) | W in cm^-1
 -3 0 3 |   -8.88304 |   -7.14520 |   57.35089
 -2 1 3 |   -8.44127 |   -7.10794 |   58.67619
 -1 1 2 |   -4.47853 |    0.45030 |   70.56440
  0 2 2 |   -1.33333 |    1.33333 |   80.00000
  1 2 1 |   -0.45030 |    4.47853 |   82.64911
  2 3 1 |    7.10794 |    8.44127 |  105.32381
  3 3 0 |    7.14520 |    8.88304 |  105.43560
J=3 spread, top minus bottom = 48.08471 cm^-1 = 5.96174 meV
J=3 correlation, E (dimensionless) at kappa = -1, -0.5, 0, 0.5, 1
tau -3:  -12.0000   -9.5000   -7.8990   -6.8246   -6.0000
tau -2:  -10.0000   -8.8102   -7.7460   -6.8102   -6.0000
tau -1:  -10.0000   -5.8246   -1.8990    1.5000    4.0000
tau  0:   -4.0000   -2.0000    0.0000    2.0000    4.0000
tau  1:   -4.0000   -1.5000    1.8990    5.8246   10.0000
tau  2:    6.0000    6.8102    7.7460    8.8102   10.0000
tau  3:    6.0000    6.8246    7.8990    9.5000   12.0000
smallest gap in E for |kappa| <= 0.8 (dimensionless):
  J=1: 2.000e-01
  J=2: 1.576e-02
  J=3: 7.788e-04
  J=4: 3.191e-05
  J=5: 1.182e-06
  J=6: 4.109e-08
real discriminant zeros other than kappa=-1,+1:
  J=1: 0
  J=2: 0
  J=3: 0
  J=4: 0
J=3 tau=1 meets J=4 tau=-4 at kappa = 0.457849
  there B = 8.37355 cm^-1 and W = 100.44410 cm^-1
quartic coefficient d = 0.10, J=2 crossing at kappa = 0.50
  rigid gap of the same two levels there = 1.5000 (dimensionless)
```
